\section*{Why the reduced mass in the Dirac formula is not enough}

\section{Definitions and conventions}

An electron of mass $m$ and charge $-e$ is bound to a point nucleus of mass $M$, charge $Ze$ and spin zero. Units are $\hbar=c=1$ with $\alpha=e^2/4\pi$, and
\begin{equation}
a=Z\alpha,\qquad \mu=\frac{mM}{m+M},\qquad k=j+\tfrac12,\qquad \lambda=l+\tfrac12 .
\end{equation}
The vector $\mathbf r=r\mathbf n$ points from the nucleus to the electron. In the centre-of-mass frame the electron has momentum $\mathbf p$ and the nucleus $-\mathbf p$. Energies are counted from $M+m$. Radiative corrections and nuclear size are left out.

For a fixed Coulomb centre the Dirac energy is $mf$, rest energy included, with
\begin{equation}
f=\left[1+\frac{a^2}{(n-\delta)^2}\right]^{-1/2},\qquad \delta=k-\sqrt{k^2-a^2}=\frac{a^2}{2k}+O(a^4).
\end{equation}
Since $(n-\delta)^{-2}=n^{-2}+a^2/(kn^3)+O(a^4)$, the expansion $(1+y)^{-1/2}=1-\frac y2+\frac{3y^2}{8}+\dots$ gives
\begin{equation}
f-1=-\frac{a^2}{2n^2}-\frac{a^4}{2n^3}\left(\frac1k-\frac{3}{4n}\right)+O(a^6).
\label{fexp}
\end{equation}

\section{The belief and its appeal}

The belief is that a nucleus of finite mass is accounted for by replacing $m$ with $\mu$, so that the energy is $\mu(f-1)$. Call this the recipe. At order $a^2$ it is right: the kinetic energies add to $p^2/2m+p^2/2M=p^2/2\mu$, and the potential depends on $\mathbf r$ alone. The energies are thereby multiplied by $\mu/m$, and the resulting change is called the normal mass shift. It seems natural that the relativistic corrections should follow the same rule, and one of them, the spin-orbit coupling, does so at first order in $1/M$.

The recipe nevertheless fails at order $a^4m^2/M$. The correct energy is
\begin{equation}
E=\mu(f-1)-\frac{\mu^2a^4}{8Mn^4}+O\!\left(\frac{a^4m^3}{M^2}\right)+O\!\left(\frac{a^5m^2}{M}\ln\frac1a\right).
\label{claim}
\end{equation}

\section{Two Hamiltonians compared}

Both descriptions start from $H_0=p^2/2\mu-a/r$, with energy $E_0=-\mu a^2/2n^2$. The recipe adds the Pauli corrections of a Dirac particle of mass $\mu$:
\begin{equation}
H_\mu=-\frac{p^4}{8\mu^3}+\frac{\pi a}{2\mu^2}\delta(\mathbf r)+\frac{a}{4\mu^2r^3}\,\boldsymbol\sigma\cdot\mathbf L .
\label{Hmu}
\end{equation}

The two-body system has the Breit corrections instead. Expanding $\sqrt{m^2+p^2}+\sqrt{M^2+p^2}$ gives $-\frac18p^4(m^{-3}+M^{-3})$. The Darwin term and the electron's own spin-orbit term carry $1/m^2$, since they come from the electron's Dirac equation in the Coulomb field. Two magnetic terms arise because the nucleus moves with velocity $\mathbf v_N=-\mathbf p/M$.

First, it produces at the electron the field $\mathbf B=Ze\,\mathbf v_N\times\mathbf r/(4\pi r^3)=Ze\,\mathbf L/(4\pi Mr^3)$. The electron's moment is $-(e/2m)\boldsymbol\sigma$, so its energy in this field is $+a\,\boldsymbol\sigma\cdot\mathbf L/(2mMr^3)$.

Second, in Coulomb gauge the nucleus produces the vector potential $\mathbf A=(Ze/8\pi r)[\mathbf v_N+\mathbf n(\mathbf n\cdot\mathbf v_N)]$. The interaction $+e(\mathbf p/m)\cdot\mathbf A$ is the orbit-orbit term $-aW/(2mM)$, with
\begin{equation}
W=p_i\left(\frac{\delta_{ij}}{r}+\frac{r_ir_j}{r^3}\right)p_j .
\end{equation}
Altogether,
\begin{equation}
H_B=-\frac{p^4}{8}\left(\frac1{m^3}+\frac1{M^3}\right)+\frac{\pi a}{2m^2}\delta(\mathbf r)
+\frac{a}{r^3}\left(\frac1{4m^2}+\frac1{2mM}\right)\boldsymbol\sigma\cdot\mathbf L-\frac{aW}{2mM}.
\end{equation}

To subtract $H_\mu$, use $1/\mu=1/m+1/M$. Its cube and square give
\begin{equation}
\frac1{m^3}+\frac1{M^3}=\frac1{\mu^3}-\frac{3}{mM\mu},\qquad
\frac1{m^2}-\frac1{\mu^2}=-\frac2{mM}-\frac1{M^2},
\end{equation}
and the spin-orbit coefficients differ by $-1/4M^2$. Hence
\begin{equation}
H_B-H_\mu=\frac{3p^4}{8\mu mM}-\frac{aW}{2mM}-\frac{\pi a\,\delta(\mathbf r)}{mM}
-\frac1{M^2}\left[\frac{\pi a}{2}\delta(\mathbf r)+\frac{a\,\boldsymbol\sigma\cdot\mathbf L}{4r^3}\right].
\label{diff}
\end{equation}
The recipe thus makes three errors at first order in $1/M$. It changes the coefficient of $p^4$, which has no correction of this order, it invents a mass correction to the Darwin term, and it omits the orbit-orbit interaction.

\section{The expectation values}

Both corrections conserve $l$ and $j$, so first-order perturbation theory gives their $a^4$ energies; second order counts formally as $a^6$. For $s$ states its sum diverges at short distance and has meaning only together with the higher-order operators, which are not treated here; the derivation from Dirac wavefunctions below confirms the order-$m^2/M$ result without this expansion. Differentiating $E_0$ with respect to $a$ gives $\langle1/r\rangle=\mu a/n^2$. Differentiating with respect to $l$ at fixed radial quantum number, where $n$ grows with $l$, gives $(2l+1)\langle1/r^2\rangle/2\mu=\mu a^2/n^3$. Therefore
\begin{equation}
\left\langle\frac1r\right\rangle=\frac{\mu a}{n^2},\qquad \left\langle\frac1{r^2}\right\rangle=\frac{\mu^2a^2}{n^3\lambda}.
\end{equation}

For the more singular averages, write $u=rR$ and $U=-a/r+l(l+1)/(2\mu r^2)$. Multiplying $u''=2\mu(U-E_0)u$ by $2u'$ and integrating over $r$ gives
\begin{equation}
u'(0)^2=2\mu\langle U'\rangle=2\mu\left[a\left\langle\frac1{r^2}\right\rangle-\frac{l(l+1)}{\mu}\left\langle\frac1{r^3}\right\rangle\right],
\end{equation}
where the last term is absent for $l=0$. For $l=0$, $u'(0)^2=4\pi|\psi(0)|^2$ and $\lambda=\frac12$; for $l>0$, $u'(0)=0$. Thus
\begin{equation}
\pi|\psi(0)|^2=\frac{\mu^3a^3}{n^3}\delta_{l0},\qquad
l(l+1)\left\langle\frac1{r^3}\right\rangle=\frac{\mu^3a^3}{n^3\lambda}\quad(l>0).
\label{sing}
\end{equation}

Next, $p^2\psi=2\mu(E_0+a/r)\psi$, and $\langle p^4\rangle$ is the squared norm of this function:
\begin{align}
\langle p^4\rangle&=4\mu^2\left[E_0^2+2E_0a\left\langle\frac1r\right\rangle+a^2\left\langle\frac1{r^2}\right\rangle\right]\nonumber\\
&=4\mu^4a^4\left[\frac1{4n^4}-\frac1{n^4}+\frac1{n^3\lambda}\right]
=4\mu^4a^4\left[\frac1{n^3\lambda}-\frac3{4n^4}\right].
\end{align}

For $W$, integration by parts gives $\langle W\rangle=\int(|\nabla\psi|^2+|\partial_r\psi|^2)\,r^{-1}d^3r$. After the angular integration, $|\nabla\psi|^2$ contributes $R'^2+l(l+1)R^2/r^2$ and $|\partial_r\psi|^2$ contributes $R'^2$. With $J=\int|\nabla\psi|^2r^{-1}d^3r$,
\begin{equation}
\langle W\rangle=2J-l(l+1)\left\langle\frac1{r^3}\right\rangle .
\label{WJ}
\end{equation}
The double commutator $[p_i,[p_i,g]]=-\nabla^2g$ yields $p_i\,g\,p_i=\frac12(p^2g+gp^2+\nabla^2g)$. Taking $g=1/r$, with $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$,
\begin{equation}
J=2\mu\left\langle\left(E_0+\frac ar\right)\frac1r\right\rangle-2\pi|\psi(0)|^2
=\mu^3a^3\left[-\frac1{n^4}+\frac2{n^3\lambda}-\frac{2\delta_{l0}}{n^3}\right].
\end{equation}
The subtracted term in (\ref{WJ}) equals $\mu^3a^3[1/(n^3\lambda)-2\delta_{l0}/n^3]$ for every $l$, because this bracket vanishes at $l=0$. So
\begin{equation}
\langle W\rangle=\mu^3a^3\left[\frac3{n^3\lambda}-\frac{2\delta_{l0}}{n^3}-\frac2{n^4}\right].
\end{equation}

\section{What is left after the cancellation}

In units of $\mu^3a^4/(mM)$, the first three terms of (\ref{diff}) contribute, in order,
\begin{equation}
\left[\frac3{2n^3\lambda}-\frac9{8n^4}\right]+\left[-\frac3{2n^3\lambda}+\frac{\delta_{l0}}{n^3}+\frac1{n^4}\right]-\frac{\delta_{l0}}{n^3}=-\frac1{8n^4}.
\end{equation}
All dependence on $l$ has cancelled. For the $1s$ state the three contributions are $1.875$, $-1$ and $-1$, with sum $-0.125$. For this state the missing energy is small compared with the separate contributions, but it is not zero. Since $\mu/(mM)=1/(M+m)$,
\begin{equation}
\Delta E=-\frac{\mu^2a^4}{8(M+m)n^4}=-\frac{\mu^2a^4}{8Mn^4}+O\!\left(\frac{a^4m^3}{M^2}\right),
\label{missing}
\end{equation}
which is the term in (\ref{claim}). It depends on $n$ and on no other quantum number of the state.

The $1/M^2$ bracket in (\ref{diff}) needs the value of $\boldsymbol\sigma\cdot\mathbf L$, which is $l$ for $j=l+\frac12$ and $-(l+1)$ for $j=l-\frac12$. In both cases
\begin{equation}
\frac{\langle\boldsymbol\sigma\cdot\mathbf L\rangle}{l(l+1)\lambda}=2\left(\frac1\lambda-\frac1k\right)\qquad(l>0),
\label{so}
\end{equation}
because $k=l+1$ and $k=l$ respectively. For $l=0$ the spin-orbit term is absent, and the contact term supplies the same expression, as $1/\lambda-1/k=1$. The bracket therefore contributes
\begin{equation}
-\frac{\mu^3a^4}{2M^2n^3}\left(\frac1\lambda-\frac1k\right).
\label{rest}
\end{equation}

The same ingredients confirm that $H_\mu$ represents the recipe. Its contact and spin-orbit terms give $(\mu a^4/2n^3)(1/\lambda-1/k)$, and its $p^4$ term gives $-(\mu a^4/2)[1/(n^3\lambda)-3/(4n^4)]$. Their sum is $\mu$ times the $a^4$ term of (\ref{fexp}).

\section{The same result from Dirac wavefunctions}

The missing term can also be found without the Pauli reduction. Keep the electron in an eigenstate of $H_D=\boldsymbol\alpha\cdot\mathbf p+\beta m+V$, with $V=-a/r$ and energy $E_D=mf$. To first order in $1/M$, add the nuclear kinetic energy and the magnetic interaction used above, with the electron's velocity now represented by $\boldsymbol\alpha$:
\begin{equation}
H_{\rm rec}=\frac1{2M}\left[p^2+V\left(\boldsymbol\alpha\cdot\mathbf p+\alpha_r\,\mathbf n\cdot\mathbf p\right)\right],\qquad \alpha_r=\boldsymbol\alpha\cdot\mathbf n .
\end{equation}
Recoil effects outside this operator enter at order $a^5m^2/M$, with a logarithm of $a$ for $s$ states, and are not treated here.

Since $\partial_in_j=(\delta_{ij}-n_in_j)/r$,
\begin{equation}
[H_D,\mathbf n\cdot\mathbf p]=-\frac ir\left(\boldsymbol\alpha\cdot\mathbf p-\alpha_r\,\mathbf n\cdot\mathbf p\right)+\frac{ia}{r^2}.
\end{equation}
The expectation value of the left side vanishes in an eigenstate. Multiplying the resulting relation by $a$ gives $\langle V\alpha_r\,\mathbf n\cdot\mathbf p\rangle=\langle V\boldsymbol\alpha\cdot\mathbf p\rangle+\langle V^2\rangle$. Also $[\boldsymbol\alpha\cdot\mathbf p,V]=[H_D,V]$ has zero expectation value, so the order of $V$ and $\boldsymbol\alpha\cdot\mathbf p$ does not matter. With $p^2=(\boldsymbol\alpha\cdot\mathbf p)^2$ and $(\boldsymbol\alpha\cdot\mathbf p+V)\psi=(E_D-\beta m)\psi$,
\begin{equation}
2M\langle H_{\rm rec}\rangle=\left\langle(\boldsymbol\alpha\cdot\mathbf p+V)^2\right\rangle
=E_D^2+m^2-2mE_D\langle\beta\rangle=m^2-E_D^2 .
\label{rec}
\end{equation}
The last step uses $\langle\beta\rangle=\partial E_D/\partial m=E_D/m$. For $j=\frac12$ the separate averages used in these steps, such as $\langle1/r^2\rangle$, converge at the origin only for $a^2<\frac34$. This limits the derivation; for $1s$ the $1/r^2$ parts of $\psi^\dagger H_{\rm rec}\psi$ cancel, and (\ref{rec}) continues to hold for larger $a<1$.

The recipe, with $\mu=m-m^2/M+\dots$, predicts the first-order shift $m^2(1-f)/M$. The shift $\langle H_{\rm rec}\rangle$ from (\ref{rec}) minus this is
\begin{equation}
\frac{m^2(1-f^2)}{2M}-\frac{m^2(1-f)}{M}=-\frac{m^2(1-f)^2}{2M}=-\frac{m^2a^4}{8Mn^4}+O\!\left(\frac{a^6m^2}{M}\right),
\end{equation}
in agreement with (\ref{missing}). The recipe is linear in the binding energy $m(1-f)$, while $\langle H_{\rm rec}\rangle$ also has a quadratic part.

\section{The ground state and a number}

The $m^2/M$ part of the recipe at order $a^4$ is $(m^2a^4/2Mn^3)(1/k-3/4n)$. Adding the missing term gives the complete energy of this order:
\begin{equation}
\frac{m^2a^4}{2Mn^3}\left(\frac1k-\frac3{4n}-\frac1{4n}\right)=\frac{m^2a^4}{2Mn^3}\left(\frac1k-\frac1n\right).
\label{total}
\end{equation}
It vanishes when $n=k$, and so for the ground state. There the recipe's whole correction at this order is spurious. Equation (\ref{rec}) shows why: for $n=k$, $f^2=1-a^2/n^2$, so $m^2-E_D^2=m^2a^2/n^2$ has no $a^4$ part.

Take the ion $^4$He$^+$, whose nucleus has no spin. Here $a=0.0145947$, $M/m=7294.30$ and $mc^2/h=1.23559\times10^{14}$ MHz. The frequency scale is
\begin{equation}
\frac{m^2c^2a^4}{Mh}=\frac{(0.0145947)^4\times1.23559\times10^{14}\ \text{MHz}}{7294.30}=768.55\ \text{MHz}.
\end{equation}
For $1s_{1/2}$ the recipe's factor is $\frac12(1-\frac34)=\frac18$, and the missing term has factor $-\frac18$. Treating the other states in the same way gives, in MHz,
\begin{center}
\begin{tabular}{lrrr}
state & recipe & missing term & total\\
$1s_{1/2}$ & 96.07 & $-96.07$ & 0.00\\
$2s_{1/2}$, $2p_{1/2}$ & 30.02 & $-6.00$ & 24.02\\
$2p_{3/2}$ & 6.00 & $-6.00$ & 0.00
\end{tabular}
\end{center}

With $\mu^2$ in place of $m^2$, as in (\ref{claim}), the missing terms are $-96.04$ MHz ($-3.972\times10^{-7}$ eV) for $1s$ and $-6.00$ MHz for $n=2$. The term lowers $1s$ more than $2s$, so it adds $90.04$ MHz to the $1s$--$2s$ interval. These are values of the term itself; for $1s$ and for the interval, the neglected $a^4m^3/M^2$ terms already change the second decimal. Relative to the leading-order interval of $9868$ THz this is $9.1\times10^{-9}$. In hydrogen, with $M/m=1836.15$, the same formula gives $-23.83$ MHz for $1s$ and an increase of $22.34$ MHz in the interval. Here too the second decimal lies within the neglected terms: with $M+m$ in place of $M$ in the denominator the values are $-23.81$ and $22.33$ MHz.

\section{Where the formula stops}

Hydrogen needs a qualification. A nuclear spin brings hyperfine structure, which is also of order $a^4m^2/M$. The hyperfine interaction is linear in the nuclear spin, so its first-order shifts sum to zero over all sublevels of a given $n,l,j$. Equation (\ref{claim}) then holds for the centroid of the multiplet. The remainder (\ref{rest}) was derived for a spin-zero nucleus and should not be carried over to hydrogen.

In $^4$He$^+$ that remainder is $-0.053$ MHz for $1s_{1/2}$. It adds to the form of (\ref{missing}) with $M+m$ in the denominator, $-96.029$ MHz, so the full $a^4$ difference from the recipe is $-96.082$ MHz for $1s$ and $+90.07$ MHz for the $1s$--$2s$ interval. For $2s_{1/2}$ and $2p_{1/2}$ it is $-0.007$ and $+0.002$ MHz, so the dependence on $l$ that cancelled at order $m^2/M$ returns at order $m^3/M^2$. When $M$ is comparable with $m$, such terms can be as large as the one computed here, as they are for $1s$, and (\ref{claim}) is no longer a useful approximation. The recoil terms from order $a^5$ onward are not computed here. Already in $^4$He$^+$ their scale, $a\times768.55$ MHz $\approx11$ MHz, far exceeds that remainder, and for large $Z$, where $a$ is no longer small, the lowest orders in $a$ are not sufficient. The nuclear size, left out from the start, is not small beside the missing term either: its shift $\frac23\mu^3a^4r_c^2/n^3$ of an $s$ state, with a charge radius $r_c\approx1.68$ fm, is about $+70$ MHz for $1s$ in $^4$He$^+$ and $-62$ MHz for the $1s$--$2s$ interval.
